Outer-Gap Variation in Spacer Quadruple Patterning

**Problem**

Spacer quadruple patterning turns each printed line into four narrower ones. The printed lines, called mandrels, have width M and repeat with pitch P. A first film is deposited over them and etched vertically, so that it remains only on the sidewalls, with thickness S1. The mandrels are removed, and the free-standing spacers become a second set of mandrels of width S1. A second film, of sidewall thickness S2, is deposited and etched in the same way, and the second mandrels are removed. The walls that remain are the final lines.

Three kinds of gap separate these lines: the spacer gap G_sp, where a first spacer stood; the inner gap G_in, inside the footprint of an original mandrel; and the outer gap G_out, between the line groups of neighbouring mandrels.

Take P = 128 nm, M = 48 nm and S1 = S2 = 16 nm. The standard deviations are σ_M = 1 nm for the mandrel width and σ_1 = σ_2 = 0.5 nm for the two thicknesses. Assume that

- M, S1 and S2 vary independently of one another;
- each film has the same thickness on all the walls considered, and neighbouring mandrels have the same width;
- the mandrel centres are exactly placed, and the etch steps add no further change of width.

These assumptions describe slow variation, from wafer to wafer or between distant places on one wafer.

(a) Express the three gaps in terms of P, M, S1 and S2, and find the condition for equal lines and gaps.
(b) Find the standard deviation of the outer gap.
(c) Find the standard deviations of the other two gaps, the covariance of the inner and outer gaps, and the standard deviation of their difference.
(d) For Gaussian errors, how often does the outer gap miss its nominal value by more than 3.2 nm?

**Hints**

1. Put the centre of one mandrel at x = 0 and the next at x = P. Follow the edges through both depositions. A spacer grows outward from a wall, and the wall itself stays where it was.

2. Count how many walls of each film lie between the two mandrels. Then ask whether their thickness errors are separate random numbers or the same one.

3. The inner and outer gaps share two of the three random inputs. Write both deviations out before multiplying them.

**Solution**

*(a) The gaps.* The mandrel at the origin occupies −M/2 < x < M/2. Its right-hand first spacer occupies

M/2 < x < M/2 + S1,

and the left-hand one is its mirror image. After the mandrel is removed, the second film coats both sides of each first spacer. Around the right-hand one this gives two final lines:

M/2 − S2 < x < M/2,
M/2 + S1 < x < M/2 + S1 + S2.

Every final line therefore has width S2. The gap between these two lines is the footprint of the removed first spacer:

G_sp = (M/2 + S1) − M/2 = S1.

The inner gap runs from the mirror-image edge at −(M/2 − S2) to the edge at M/2 − S2:

G_in = 2(M/2 − S2) = M − 2 S2.

The outer gap starts at the last edge of this group, x = M/2 + S1 + S2. It ends at the first edge of the next group, which by symmetry about x = P lies at x = P − (M/2 + S1 + S2). Hence

G_out = P − 2(M/2 + S1 + S2) = P − M − 2 S1 − 2 S2.

One period contains two spacer gaps, one inner gap, one outer gap and four lines. Their widths add up to

2 S1 + (M − 2 S2) + (P − M − 2 S1 − 2 S2) + 4 S2 = P,

as they must. The formulas hold while the inner and outer gaps stay open. If one closes, walls merge and the pattern changes its topology.

For lines and gaps all of width w, the line width requires S2 = w and the spacer gap requires S1 = w. The inner gap then gives M = w + 2w = 3w, and the outer gap gives P = w + 3w + 2w + 2w = 8w. With w = 16 nm this yields M = 48 nm and P = 128 nm, the given dimensions. The final pitch is 2w = 32 nm, one quarter of the mandrel pitch.

*(b) Spread of the outer gap.* Let δ denote a deviation from the mean. Since P is fixed,

δG_out = −δM − 2 δS1 − 2 δS2.

The factors of 2 arise because two walls of each film lie between the mandrels, and both walls are too thick or too thin together. The mandrel width has factor 1 because each of the two mandrels contributes only the half facing the gap.

Square this expression and average. The cross terms contain the averages of δM δS1, δM δS2 and δS1 δS2, which vanish because the inputs are independent. The minus signs disappear on squaring, leaving

Var(G_out) = σ_M² + 4σ_1² + 4σ_2².

With the given numbers,

Var(G_out) = 1² + 4(0.5)² + 4(0.5)² = 1 + 1 + 1 = 3 nm²,

σ(G_out) = √3 nm = 1.73 nm.

No Gaussian assumption has been used. The three process steps contribute equally, although each film varies half as much as the mandrel. Two limits show what improving one part of the process can achieve. With perfect films the spread falls to σ_M = 1 nm. With perfect mandrels and unchanged films it is √2 nm, or 1.41 nm.

*(c) The other gaps.* The spacer gap copies the first film, so σ(G_sp) = σ_1 = 0.50 nm. For the inner gap,

δG_in = δM − 2 δS2,

Var(G_in) = σ_M² + 4σ_2² = 1 + 1 = 2 nm²,

and σ(G_in) = 1.41 nm. The variance of the outer gap exceeds that of the inner gap by 4σ_1², because the width of the outer gap also depends on the two walls of the first film that stood between the mandrels.

For the covariance, multiply the two deviations and average:

Cov(G_in, G_out) = ⟨(δM − 2 δS2)(−δM − 2 δS1 − 2 δS2)⟩.

The product δM·(−δM) gives −σ_M², and (−2 δS2)·(−2 δS2) gives +4σ_2². All other products average to zero. Thus

Cov(G_in, G_out) = −σ_M² + 4σ_2² = −1 + 1 = 0.

A wider mandrel opens the inner gap and narrows the outer one, while a thicker second film narrows both. The two tendencies cancel here because σ_M = 2σ_2. The cancellation belongs to these numbers and is not a general property of the process.

The difference between the two gaps is one measure of pitch walking, the uneven spacing of the final lines, although it can vanish while the spacer gap differs from both:

G_out − G_in = (P − M − 2 S1 − 2 S2) − (M − 2 S2) = P − 2M − 2 S1.

The second film has dropped out, since it narrows both gaps by the same amount. The variance is

Var(G_out − G_in) = 4σ_M² + 4σ_1² = 4 + 1 = 5 nm²,

which gives a standard deviation of 2.24 nm. The earlier results agree: with zero covariance, the variances 3 nm² and 2 nm² simply add.

The formula also suggests a correction. Suppose the first film is known to be too thick by d. Making the mandrel narrower by d leaves M + S1, and hence G_out − G_in, unchanged at fixed P. It does not restore all the gaps: at fixed S2 the inner and outer gaps are both smaller by d, and the spacer gap is larger by d.

*(d) Tails.* If the three inputs are Gaussian, so is their linear combination G_out. The limit of 3.2 nm lies 3.2/1.732 = 1.848 standard deviations from the mean, and the two tails together hold

erfc(1.848/√2) = 0.065,

or 6.5 percent. This is a fraction of wafers or of distant places, not of the outer gaps within one small region, because in this model those gaps all have the same error.

Three standard deviations amount to 5.20 nm, which is 32.5 percent of the nominal 16 nm gap. Closure of the outer gap lies 16/1.73 = 9.2 standard deviations away, so the linear formula is safe for these inputs.

**Variation 1: errors that neighbours share only in part**

*Let the widths of neighbouring mandrels have correlation r_M, and let two walls coated in the same deposition have correlation r_1 or r_2. What is the spread of the outer gap?*

Label the two sides of the gap L and R. Each side now has its own dimensions:

G_out = P − (M_L + M_R)/2 − (S1_L + S1_R) − (S2_L + S2_R).

For the mandrel term,

Var[(M_L + M_R)/2] = (σ_M² + σ_M² + 2 r_M σ_M²)/4 = σ_M²(1 + r_M)/2.

For each film the sum is not halved, so

Var(S1_L + S1_R) = σ_1² + σ_1² + 2 r_1 σ_1² = 2σ_1²(1 + r_1),

and likewise for S2. Altogether,

Var(G_out) = σ_M²(1 + r_M)/2 + 2σ_1²(1 + r_1) + 2σ_2²(1 + r_2).

Setting all correlations to 1 recovers part (b). If the mandrel error is shared but the walls vary independently, the variance is 1 + 0.5 + 0.5 = 2 nm² and the spread is 1.41 nm. If all errors are local, it is 0.5 + 0.5 + 0.5 = 1.5 nm² and the spread is 1.22 nm. The phrase "independent errors" therefore does not fix the answer until one says whether the process steps or the individual walls are independent.

**Variation 2: placement, pattern transfer and linked depositions**

*Return to fully shared film and mandrel errors. Add independent placement errors of 0.5 nm for each mandrel centre, an independent width bias with a standard deviation of 0.5 nm in each of two pattern transfers, and a correlation r_12 = 0.5 between the two film thicknesses. How does the outer gap respond?*

Placement errors c_L and c_R change the gap by c_R − c_L. They add 2(0.5)² = 0.5 nm² to the variance, and on their own raise the spread to √3.5 nm = 1.87 nm.

A transfer that widens each line by b moves each edge outward by b/2. Two edges face the gap, so it shrinks by b. The first transfer shifts the walls on which the second film grows, and the second transfer shifts the final edges, so each acts in this way. Together they add (0.5)² + (0.5)² = 0.5 nm², again giving 1.87 nm on their own.

For linked depositions, the cross term in the variance of 2 S1 + 2 S2 no longer vanishes. It equals

2·2·2·r_12 σ_1 σ_2 = 8(0.5)(0.5)(0.5) = 1 nm²,

which on its own gives √4 nm = 2.00 nm. With all three effects present, and with the placement and width-bias errors independent of each other and of the mandrel and film errors, the variance is 3 + 0.5 + 0.5 + 1 = 5 nm² and the spread is 2.24 nm.

A systematic error behaves differently. If both films are 3 percent thinner on the sidewalls than intended, the mean outer gap grows by

2(0.03)(16 + 16) = 1.92 nm.

This exceeds the random spread found in part (b), but it is a constant offset that a corrected film target can remove.

**Relation to real processes.** A mandrel pitch of 128 nm is comfortably within reach of immersion lithography, and a final pitch near 32 nm is roughly in the range for which quadruple patterning is used. The standard deviations are round model values. For a well-controlled atomic layer deposition, 0.5 nm on a 16 nm film is rather large; it is better read as including wall loss in the spacer etch. Real processes break the assumption of fully shared, otherwise independent errors in both directions. For the values assumed here, the spread moves from 1.73 nm down to 1.22 nm when the mandrel-width and film errors are all local and nothing else is added, and up to 2.24 nm with the additions of Variation 2. These two values are examples, not bounds: adding the 0.5 nm placement errors to the local case gives a variance of 1.5 + 0.5 = 2 nm² and a spread of 1.41 nm, and other correlations between the two films lead outside this range (1.00 nm for shared errors alone with r_12 = −1, 2.45 nm for Variation 2 with r_12 = 1). Roughness along each line is not included. The numerical output below lists the values used.

Calculated quantities

```
Mandrel pitch P: 128 nm
Final pitch P/4: 32 nm
Mandrel width M: 48 nm
Film thicknesses S1, S2: 16, 16 nm
Input standard deviations M, S1, S2: 1.0, 0.5, 0.5 nm
Nominal spacer, inner, outer gap: 16.0, 16.0, 16.0 nm
Outer-gap slopes to M, S1, S2: -1.00, -2.00, -2.00 (no unit)
Outer-gap variance from M, S1, S2: 1.00, 1.00, 1.00 nm^2
Outer-gap total variance: 3.00 nm^2
Outer-gap standard deviation: 1.73 nm
Spacer-gap standard deviation: 0.50 nm
Inner-gap standard deviation: 1.41 nm
Inner-outer covariance: 0.00 nm^2
Standard deviation of outer minus inner gap: 2.24 nm
Three standard deviations of outer gap: 5.20 nm
The same over nominal gap: 32.5 percent
Gaussian fraction outside +/-3.2 nm: 6.5 percent
Gap closure lies at: 9.2 standard deviations
Shared mandrel error, independent walls: 1.41 nm
All errors local and independent: 1.22 nm
Assumed placement error per mandrel: 0.5 nm
Outer-gap spread with placement error: 1.87 nm
Assumed width-bias spread per transfer: 0.5 nm
Outer-gap spread with two transfer biases: 1.87 nm
Assumed correlation of the two depositions: 0.5 (no unit)
Outer-gap spread with that correlation: 2.00 nm
Outer-gap spread with all three effects: 2.24 nm
Assumed sidewall thickness deficit: 3 percent
Mean outer-gap shift from deficit: +1.92 nm
```
